Volume inversion does not make strong-inversion current proportional to film volume

**Q:** I have a thin undoped silicon film with a gate on each face. When it is thin enough, electrons fill the whole film instead of hugging the two surfaces. That is volume inversion. So the on-current should be proportional to the volume of silicon: double the thickness and, at the same gate voltage, the current doubles.

**A:** You are multiplying an electron density by a thickness. What holds the density fixed while you change the thickness?

**Q:** The gate voltage. It sets the potential in the film, and the potential sets the density.

**A:** Let us test that with equations. Take identical gates on both faces, thickness t, permittivity ε, and insulator capacitance C per area of each gate. Let φ be minus the conduction-edge energy divided by q, measured from the source Fermi level. Let G be the gate voltage less (metal work function − electron affinity)/q, so a film without charge has φ = G. Let Q be the magnitude of the electron charge per area of gate face, counting the whole thickness. I neglect holes and dopants.

By symmetry each gate images half the charge. If v = G − φs is the voltage across each insulator, with φs the potential at the film surface, then Cv = Q/2, so

Q = 2C(G − φs).

The thickness does not appear. It can act only by changing φs.

**Q:** Then perhaps φs changes a lot.

**A:** Take your best case, a film so thin that φ is flat across it. With Boltzmann statistics, band density Nc and thermal voltage U = kT/q, the density is Nc exp(φ/U), and φ = G − Q/2C. Hence

Q = q Nc t exp[(G − Q/2C)/U].

Take the logarithm and differentiate at fixed G. Since dQ/2C = v d ln Q,

d ln Q = d ln t − (v/U) d ln Q,

d ln Q/d ln t = U/(U + v).

In weak inversion v is much less than U. The ratio is 1, and Q = q Nc t exp(G/U). There your volume law is right. In strong inversion v is many times U and the ratio is small. The electrons still fill the film uniformly, but their density falls as the film thickens, because a little extra charge raises the insulator drop and lowers φ. The gate voltage does not fix the potential in the film; it fixes the sum of that potential and the insulator drop.

**Q:** But a flat film is a special case. In strong inversion the potential bends.

**A:** Then we solve Poisson's equation. Electrons are negative, so

φ'' = (q Nc/ε) exp(φ/U).

Put x = 0 at mid-film and define L² = 2εU/(q Nc). Try

φ = 2U ln(2βL/t) − 2U ln cos(2βx/t), 0 < β < π/2.

Differentiating gives φ' = 2U(2β/t) tan(2βx/t), then φ'' = 2U(2β/t)² sec²(2βx/t). On the right-hand side, exp(φ/U) = (2βL/t)² sec²(2βx/t). Multiplying by q Nc/ε and inserting L² gives the same expression, so the trial form is a solution. Its slope vanishes at x = 0, as symmetry requires.

Gauss's law at the two surfaces gives Q = 2εφ'(t/2), or

Q = 8εU β tanβ/t.

The gate condition G = φs + v fixes β:

G = 2U[ln(2βL/t) − ln cosβ] + v.

**Q:** Where is the volume effect in that?

**A:** Ask how much gate voltage a thicker film saves at the same charge. Write g = β tanβ and c = β cotβ. At fixed Q, g is proportional to t, so

d ln t = dg/g = (1/β + tanβ + cotβ) dβ = (1 + g + c) dβ/β.

The drop v is fixed too, so only φs changes:

dG = 2U[dβ/β + tanβ dβ − d ln t] = 2U[(1 + g) dβ/β − d ln t].

Substituting dβ/β = d ln t/(1 + g + c),

dG = −D d ln t, with D = 2Uc/(1 + g + c).

Because tanβ ≥ β, c is at most 1, so c ≤ 1 + g and D ≤ U. Integrating from t to kt:

a film k times thicker saves at most U ln k of gate voltage.

At 300 K, U is 25.85 mV, so doubling the thickness is worth at most 17.9 mV. This holds for every β in the Boltzmann film, bent or flat.

**Q:** A few millivolts could still matter if charge rises steeply with gate voltage.

**A:** In weak inversion it does: the charge is exponential in G, and U ln 2 is a factor of two. For the general slope, hold t fixed. Then d ln Q = dg/g = (1 + g + c) dβ/β, and

dφs = 2U(1 + g) dβ/β = mU d ln Q, with m = 2(1 + g)/(1 + g + c).

From 0 < c ≤ 1 + g, m lies between 1 and 2. Since v is proportional to Q, d ln Q = dv/v, so dG = dv + dφs = (1 + mU/v) dv and

dQ/dG = 2C v/(v + mU) < 2C.

The extra charge from a k-fold thicker film is therefore at most 2C U ln k.

Changing both Q and t at fixed G gives 0 = (v + mU) d ln Q − D d ln t, so

d ln Q/d ln t = D/(v + mU) ≤ U/(U + v).

The flat film, with c near 1 and g near 0, approaches the bound. Bending makes the dependence on thickness weaker still.

**Q:** Put numbers on it.

**A:** Take a 1.0 nm oxide-equivalent insulator, so C = 3.45 µF/cm², with G = 0.5 V and T = 300 K. For t = 10 nm the solution has β = 1.468 and v = 0.441 V. Then

Q = 2 × 3.453 × 0.4406 = 3.04 µC/cm²,

about 1.9 × 10¹³ electrons per cm². Your rule predicts 6.09 µC/cm² at 20 nm. The solution gives 3.04 again, larger by 0.04%. Going from 5 to 10 nm adds 0.14%.

The flat-film bound on d ln Q/d ln t is 25.85/(25.85 + 440.6) = 0.055. The actual value is smaller because the film is bent. With β = 1.468, g is about 14.2 and c about 0.15, so

D = 2 × 25.85 × 0.15/15.4 ≈ 0.5 mV.

With m = 1.98, v + mU = 441 + 51 = 492 mV, and the ratio is about 0.001.

At G = −0.3 V, by contrast, going from 10 to 20 nm multiplies the charge by 2.00. A comparison in weak inversion would have confirmed your rule.

**Q:** What happened to the electrons in the middle? I thought they were the extra carriers.

**A:** From φ'' = qn/ε, the midplane density is

n(0) = 8εUβ²/(q t²) < 2π²εU/(q t²),

because β < π/2. In this Boltzmann film, however hard you drive the gates, n(0) t is bounded by something that falls as 1/t. At 10 nm and G = 0.5 V, n(0) is 2.9 × 10¹⁸ cm⁻³ against a ceiling of 3.3 × 10¹⁸ cm⁻³. At 20 nm it is 0.77 × 10¹⁸ cm⁻³. The surface charge screens the middle from the gates.

**Q:** That is charge. Current is collected along a channel whose drain end may be in weak inversion, where volume does count.

**A:** It counts there, but little of the current integral comes from there. Let V be the electron quasi-Fermi potential along the channel, 0 at the source and Vds at the drain. In the long-channel model the film at V behaves like the source film with G replaced by G − V. For channel length ℓ, film height H and mobility μ held constant, drift and diffusion together give

Iℓ/(μH) = ∫ Q dV, from 0 to Vds.

As V rises, G − V falls, so dV = −(dv + dφs). Reversing the limits, integrate Q dv + Q dφs from drain to source. The first part is Q dQ/2C, which integrates to Q²/4C. In the second, dφs = 2U(1/β + tanβ) dβ, so

Q dφs = (16εU²/t)(tanβ + β tan²β) dβ.

Since β tan²β = β sec²β − β, and tanβ + β sec²β is the derivative of β tanβ,

Iℓ/(μH) = [Q²/4C + (16εU²/t)(β tanβ − β²/2)], source minus drain.

For the thickness dependence at fixed G and Vds, differentiate ∫ Q dV. Each element contributes

Q (d ln Q/d ln t) |dV| = 2Cv × D/(v + mU) × (v + mU)/v dv = 2C D dv.

Since D ≤ U, the sum is at most 2CU(vS − vD), where vS and vD are the insulator drops at source and drain. The integral itself is 2C∫(v + mU) dv, which with m ≥ 1 is at least 2C(vS − vD)[(vS + vD)/2 + U]. Dividing,

d ln I/d ln t ≤ 2U/(vS + vD + 2U).

With μ = 300 cm²/Vs, ℓ = 100 nm and Vds = 0.05 V, the current is 433 µA per µm of film height at 5 and 10 nm, and 434 at 20 nm. At 10 nm, d ln I/d ln t is 0.0012, and the bound is 0.058. At Vds = 0.5 V it rises to 0.008; there vD is still about 1.8U, so the drain end is not yet in weak inversion. At Vds = 0.8 V it is, and the value is 0.015, unchanged at 1.2 V. The range of V with v < U then supplies about 1% of the integral. So the drain end does add some thickness dependence, but far from 1.

**Q:** A fin is not an infinite film. Does volume return when the top is gated too?

**A:** Let the cross-section have any shape, with gated perimeter P. Assume the same C everywhere on P and zero normal field on any ungated edge. Gauss's law gives the charge per channel length,

λ = C ∮ (G − φ) dl,

taken over the gated edge: C times perimeter times the average insulator drop. For a bound on the slope, let w = ∂φ/∂G and χ = q dn/dφ > 0. Differentiating Poisson's equation and the gate condition with respect to G,

ε∇²w = χw inside, ε ∂w/∂n = C(1 − w) on the gated edge,

where ∂/∂n is the outward normal derivative. Multiply the first by w and integrate by parts:

C ∮ (1 − w)w dl = ∫ (ε|∇w|² + χw²) dA > 0.

So ∮ w dl > ∮ w² dl ≥ 0, and

dλ/dG = CP − C ∮ w dl < CP.

The area does not enter the bound. I solved three fins in two dimensions at G = 0.5 V, gated on both sides and the top. The 0.25 nm grid makes each charge about 1% too low but hardly affects the ratios:

A, 10 × 40 nm: area 400 nm², P = 90 nm, λ = 1.356 nC/m.
B, 20 × 35 nm: area 700 nm², P = 90 nm, λ = 1.357 nC/m.
C, 20 × 20 nm: area 400 nm², P = 60 nm, λ = 0.904 nC/m.

B has 75% more silicon than A and the same charge to within 0.1%. C has A's area but 0.666 of its charge, close to the perimeter ratio 60/90. At G = −0.3 V the charge follows the area instead: B holds 1.75 times A's charge, and C holds the same as A.

**Q:** You used Boltzmann statistics at 10¹³ electrons per cm², and classical electrons pressed against the surface. Is that fair to volume inversion?

**A:** It is not accurate for the amount of charge. I repeated the film with a self-consistent Schrödinger–Poisson calculation: Fermi statistics, silicon's anisotropic valleys, (100) faces, and wavefunctions vanishing at the insulator. It is a mean-field effective-mass model, without exchange and correlation or penetration into the insulator. At 10 nm it gives 2.23 µC/cm², 27% below the Boltzmann value.

It also shows the volume inversion you have in mind. At 5 nm the midplane density is 80% of the peak; at 10 nm it is 22%. Yet the 5 nm film carries 2.22 µC/cm², so doubling its thickness adds 0.7%. From 10 to 20 nm the gain is 0.05%.

**Q:** Do your bounds survive in that model?

**A:** The slope bound does. It needs only a response that is nonnegative, ∫ w χ[w] dA ≥ 0, which replaces ∫ χw² dA in the derivation. Independent electrons at a fixed Fermi level have such a response, because their grand potential is a concave function of the applied potential. The computed slope at 10 nm is 0.67 of 2C.

The U ln k rule does not. It was derived for classical Boltzmann electrons, and confinement breaks it in weak inversion. At G = 0.5 V doubling from 5 to 10 nm is worth 3.5 mV, below 17.9 mV. With (110) faces the charge falls by 0.7% from 5 to 10 nm, so even the sign of the small thickness effect is not general. I have not derived the reason for that sign.

The midplane ceiling does not survive either. It too rests on classical Boltzmann electrons. At G = 0.5 V with (100) faces the quantum midplane density is 6.5 × 10¹⁸ cm⁻³ at 10 nm against the ceiling of 3.3 × 10¹⁸ cm⁻³, and 3.1 × 10¹⁹ cm⁻³ at 5 nm against 1.3 × 10¹⁹ cm⁻³.

**Q:** And in weak inversion, is the quantum film still proportional to t?

**A:** It is steeper. From 5 to 10 nm the charge grows 4.9 times, and from 10 to 20 nm 2.7 times. Since the charge is exponential in G here, a factor of 4.9 is worth U ln 4.9 = 41 mV, more than the U ln 2 of the Boltzmann film. In a flat film the levels are Eₙ = π²ħ²n²/(2mt²), with m here the mass along the normal, and each contributes in proportion to exp(−Eₙ/kT). Doubling t divides every Eₙ by four. The even levels of the thicker film then reproduce all those of the thinner one, and each odd level lies below the even level that follows it. The sum therefore more than doubles. The self-consistent weak-inversion charges agreed with this level sum within 1% in a test at 5, 10 and 20 nm.

**Q:** How close is your example to a real fin transistor?

**A:** Roughly, silicon fins are 5 to 10 nm thick and several tens of nm tall, with about 1 nm of oxide-equivalent insulator; 20 nm is thick for a scaled fin. Their sidewalls are commonly close to (110), not the (100) faces of my main quantum example. The assumption real devices break most clearly is the long channel. Their gates are much shorter than my 100 nm. Even at 100 nm, μVds/ℓ is 0.15 of a rough saturation velocity of 10⁷ cm/s at Vds = 0.05 V, but 1.5 times it at 0.5 V, so the constant-mobility current is not credible at the higher bias.

The insulator field is 3.2 MV/cm in the quantum model, below a rough breakdown field of 10 MV/cm for good oxide. If the insulator were plain oxide 1 nm thick, a rough tunnelling estimate gives a leakage of order 10³ A/cm² per gate, of order 1% of the drain current at Vds = 0.05 V. A physically thicker layer of higher permittivity reduces that leakage. Corner fringing, which I left out, is of order 1 to 2% for fin A with plain oxide 1 nm thick. At the same C it grows in proportion to the insulator's physical thickness, so a thicker layer of higher permittivity can bring it to several per cent. At 358 K the Boltzmann charge still changes by less than 0.1% from 10 to 20 nm. The remaining figures are in the numerical output.

**Q:** So if I want more on-current, thickening the fin is pointless?

**A:** For the charge drawn by the two side gates, nearly so in strong inversion: at G = 0.5 V, doubling the thickness from 5 or 10 nm changes it by less than 1% in the films computed here. The gain grows as you approach weak inversion. If the top is gated too, a thicker fin also has a wider gated top. Going from 10 to 20 nm at a height of 40 nm raises the perimeter from 90 to 100 nm, and the charge by about 11%, not 100%. A taller fin or more fins also add gated perimeter, and so charge. Thickness can still change the current through mobility, which I held fixed, and it affects how well the gate controls a short channel. Those are separate reasons to choose a thickness, and neither makes the charge proportional to volume.

**Q:** Then my mistake was to hold the density fixed when I added silicon.

**A:** Yes. For Boltzmann electrons that is justified in weak inversion, when there is too little charge either to cause a noticeable insulator drop or to bend the potential across the film. Confinement must also be negligible, which it is not in films of 5 to 20 nm. In strong inversion, filling the volume tells you where the electrons sit, while the gates and their insulator largely decide how many there are.

Table of computed values

```
T 300 K, vt 25.85 mV, vt ln2 17.92 mV
insulator 1.0 nm, C per gate 3.453 uF/cm2
permittivity ratios: Si 11.7, insulator 3.9
masses 0.92, 0.19 m0; Nc 2.744e+19 cm-3
strong G 0.5 V, weak G -0.3 V
Boltzmann film, strong inversion:
 t 5 nm: Q 3.0389 uC/cm2, N 1.897e+13 cm-2
  beta 1.3788, drop 0.4400 V, n_mid/n_surf 0.0364
  n_mid 1.017e+19 cm-3, cap 1.320e+19 cm-3
 t 10 nm: Q 3.0432 uC/cm2, N 1.899e+13 cm-2
  beta 1.4678, drop 0.4406 V, n_mid/n_surf 0.0106
  n_mid 2.881e+18 cm-3, cap 3.299e+18 cm-3
 t 20 nm: Q 3.0444 uC/cm2, N 1.900e+13 cm-2
  beta 1.5175, drop 0.4408 V, n_mid/n_surf 0.0028
  n_mid 7.698e+17 cm-3, cap 8.249e+17 cm-3
Q ratio 10/5 nm strong 1.0014
Q ratio 20/10 nm strong 1.0004, weak 1.9988
10 nm: dlnQ/dlnt 0.00104, bound 0.05542
10 nm: (dQ/dG)/2C 0.8959, m 1.9802
mobility 300 cm2/Vs, channel 100 nm
 t 5 nm: I 432.66 uA per um height at Vds 0.05 V
 t 10 nm: I 433.35 uA per um height at Vds 0.05 V
 t 20 nm: I 433.56 uA per um height at Vds 0.05 V
10 nm, Vds 0.05 V: dlnI/dlnt 0.00120, bound 0.05820
10 nm, Vds 0.5 V: dlnI/dlnt 0.00812, bound 0.09583
Tri-gate fins, Boltzmann:
 A: 10x40 nm, area 400 nm2, perimeter 90 nm
  line charge 1.3562 nC/m, ratio to A: strong 1.0000, weak 1.0000
 B: 20x35 nm, area 700 nm2, perimeter 90 nm
  line charge 1.3566 nC/m, ratio to A: strong 1.0003, weak 1.7492
 C: 20x20 nm, area 400 nm2, perimeter 60 nm
  line charge 0.9035 nC/m, ratio to A: strong 0.6662, weak 0.9997
fin A slope/(C perimeter) 0.8845
Schroedinger-Poisson film, (100) faces:
 t 5 nm: Q 2.2176 uC/cm2, n_mid/n_peak 0.798, mean depth 1.47 nm
 t 10 nm: Q 2.2339 uC/cm2, n_mid/n_peak 0.218, mean depth 2.05 nm
 t 20 nm: Q 2.2349 uC/cm2, n_mid/n_peak 0.035, mean depth 2.44 nm
 5->10 nm: Q ratio strong 1.0073, weak 4.8557
  doubling is worth 3.5 mV of gate voltage
 10->20 nm: Q ratio strong 1.0005, weak 2.6755
  doubling is worth 0.2 mV of gate voltage
10 nm quantum slope/2C 0.6719, Q quantum/Boltzmann 0.7341
(110) faces: Q(10 nm) 2.1077 uC/cm2, ratio 10/5 nm 0.9929
insulator field: Boltzmann 4.41, quantum 3.23 MV/cm
tunnel inputs: barrier 3.1 eV, mass 0.4 m0
tunnel estimate 1.8e+03 A/cm2 per gate, 1.1 % of drain current
at 358 K: Q ratio 20/10 nm 1.0007, vt ln2 21.38 mV
mu*Vds/L over 1e+07 cm/s: 0.15 at 0.05 V, 1.50 at 0.5 V
corner scale, 2 tox/perimeter of A: 2.2 %
doping 1e+16 cm-3: dopant/electron charge 7.2e-04
```
